From the Family Deposition Model to the Edwards-Wilkinson Equation

## First half: from the landing rule to the coarse-grained current

**Q:** The Family model lets an arriving particle look for a lower column next to its landing site. "Lowest nearby column" is loose. What is the rule, and what does it leave out?

**A:** Take a ring of L columns, labelled j, with integer heights h_j. Each column is hit at random times, independently of the others, at a mean rate F. A particle that lands on column j compares three heights: h_j and those of the two neighbours. If neither neighbour is lower than h_j, it stays. If at least one is lower, it moves to the lower of the two neighbours, and a fair coin decides when they are equal. It then remains there for good. There is no desorption, no overhang and no later diffusion.

I measure lateral distance in column spacings and height in layers. In these units F is the number of layers deposited per unit time. The surface is a line, so the results below are for one lateral dimension unless I say otherwise.

**Q:** Put the rule in a formula. I want to see the ties treated.

**A:** Define the two height differences seen from the landing column,

r_j = h_{j+1} − h_j,  l_j = h_{j−1} − h_j.

A move happens when the smaller of them is negative. Let 1[…] be 1 if the condition in the bracket holds and 0 otherwise, and let sgn(0) = 0. The probabilities of moving right and left are

p₊(j) = ½ 1[min(r_j, l_j) < 0] (1 + sgn(l_j − r_j)),

p₋(j) = ½ 1[min(r_j, l_j) < 0] (1 − sgn(l_j − r_j)).

If the right neighbour is the lower one, then r_j < l_j, the sign is +1, and p₊ = 1, p₋ = 0. If the left neighbour is lower, the two values are exchanged. If both neighbours are equally low and lie below column j, the sign is 0 and each probability is ½. If neither is lower, the bracket vanishes and the particle stays.

For example, let the heights from left to right be 3, 2, 0, with the landing on the middle column. Then l = 1 and r = −2, so min(r, l) < 0 and l − r = 3 > 0. The particle moves right.

**Q:** A height changes by whole layers at random times. How do you get an equation of motion from that?

**A:** By counting the events that raise a given column. Column j gains a particle in three ways: one lands on it and stays, one lands on j−1 and moves right, or one lands on j+1 and moves left. The total rate is

K_j = F[1 − p₊(j) − p₋(j) + p₊(j−1) + p₋(j+1)].

It depends on the present surface. Let P(h, t) be the probability of the surface h = (h_1, …, h_L), and let e_j be the surface change that adds one layer to column j. Gain minus loss gives the master equation

∂_t P(h, t) = Σ_j [K_j(h − e_j) P(h − e_j, t) − K_j(h) P(h, t)].

Multiply by any function f(h) and sum over all surfaces. In the gain term, rename h − e_j as h. The result is

d⟨f⟩/dt = Σ_j ⟨K_j(h) [f(h + e_j) − f(h)]⟩.

With f = h_n, the bracket is 1 for j = n and 0 otherwise, so

d⟨h_n⟩/dt = ⟨K_n⟩.

No approximation has entered. The equation isn't closed, however, because K_n is a discontinuous function of several heights.

**Q:** The five terms in K_j don't look like diffusion. What organizes them?

**A:** Conservation. A particle that moves after landing leaves one column and joins the next, so the moves are a lateral current. Let J_{j+1/2} be the net rate of moves from j to j+1:

J_{j+1/2} = F[p₊(j) − p₋(j+1)].

Shifting the index by one gives

J_{j−1/2} = F[p₊(j−1) − p₋(j)].

Subtract the second from the first:

J_{j+1/2} − J_{j−1/2} = F[p₊(j) − p₋(j+1) − p₊(j−1) + p₋(j)].

The right side is F − K_j, as comparison with the formula for K_j shows. Therefore

K_j = F − (J_{j+1/2} − J_{j−1/2}).

This is a continuity equation with a source F. It holds for each surface separately, before any averaging.

**Q:** In the Kardar-Parisi-Zhang equation for growing surfaces, the growth rate contains (∂_x h)². Why shouldn't this model have such a term?

**A:** Because such a term would create or destroy particles. Sum the continuity equation over the ring. Every bond current appears twice with opposite signs, so

Σ_j K_j = LF.

This holds for a tilted surface too. For a tilt, I impose h_{j+L} = h_j + mL, where m is the mean slope. The differences r_j and l_j remain periodic, and so do the currents.

Now suppose that the coarse-grained drift contained (λ/2)(∂_x h)². Its integral over the ring has the sign of λ for every surface that isn't flat, whereas the total drift must be LF. The integral of a divergence −∂_x J vanishes, so nothing could compensate the extra term. Hence λ = 0. The argument needs the absence of desorption and of voids. If either the sticking probability or the density of the deposit depended on slope, the argument would fail.

**Q:** Then expand J in the slope. The first term is proportional to ∂_x h, and you have the Edwards-Wilkinson equation at once.

**A:** The form is right, but the expansion can't be made in the rule itself. Ignore the fluctuations for a moment, allow real heights, and take h_j = mj with m > 0. Then r_j = m and l_j = −m for every column. The minimum is negative and l_j − r_j = −2m is negative, so p₋ = 1 and p₊ = 0. For m < 0 the roles are exchanged. Therefore

J = −F sgn(m)  on a noiseless uniform slope.

However small the slope is, the current has its full magnitude F. It jumps at m = 0 and has no derivative there.

**Q:** One could smooth the jumps over some width w and then expand.

**A:** One could, and the outcome shows what is wrong with it. Replace sgn(y) by tanh(y/w), and replace 1[y < 0] by a smooth function g(y/w) that falls from 1 to 0 as y passes through zero. The net probability p₊ − p₋ is the product of the two factors. On the uniform slope,

J = −F g(−|m|/w) tanh(2m/w).

For |m| much smaller than w, the first factor tends to g(0) and tanh(2m/w) tends to 2m/w. Thus

J ≈ −[2g(0)F/w] m.

The current is now linear in the slope, and its divergence gives a term in ∂_x²h. But the coefficient 2g(0)F/w depends on the width and shape of a smoothing that isn't part of the model. Doubling w halves it. This procedure gives the form of the equation without giving its coefficient.

**Q:** Real surfaces in the model have integer heights. Does that remove the difficulty?

**A:** It shows how the difficulty is removed. Consider a regular staircase of unit steps rising to the right, with terraces n columns wide and n ≥ 2. Its mean slope is m = 1/n. A particle that lands inside a terrace sees no lower neighbour and stays. At the foot of a step, the right neighbour is higher and the left one is level, so the particle also stays. At the upper edge of a step, the left neighbour is lower, and the particle moves left. One landing column in n thus contributes a leftward move, and the current averaged over the columns is

J = −F/n = −Fm.

A small slope now means few steps, and the current is small because few landings feel a step. This suggests a coefficient of order F.

It is still not the coefficient we need. The staircase is one selected surface, and the next landings destroy its regularity. Under deposition, the surface acquires islands and pits, which also move particles. The coefficient has to come from the surfaces that growth itself produces at a given mean slope.

**Q:** How do you bring those surfaces into the equation for a slowly varying profile?

**A:** Average over a block of ℓ columns, where ℓ is large compared with one column and small compared with the wavelength of the profile. Within the block, the currents through interior bonds cancel in pairs. The drift of the block's mean height is

(1/ℓ) Σ_{j in block} K_j = F − (J_right − J_left)/ℓ,

where the two currents are those through the ends of the block. If the locally averaged current J(x) varies smoothly, a Taylor expansion about the centre of the block gives

[J(x + ℓ/2) − J(x − ℓ/2)]/ℓ = ∂_x J + (ℓ²/24) ∂_x³J + ….

The even terms cancel in the difference. The second term is smaller than the first by a factor of order (ℓ/Λ)², Λ being the wavelength, and I drop it.

Next comes the assumption on which the derivation rests. The mean slope of a block can change only through its ends, because the sum of the differences h_{j+1} − h_j over the block is the height difference between the ends. It is therefore a slow variable. I assume that the other features of the surface in the block have time to reach the statistical state belonging to the current value of that slope. This is local stationarity. The mean current is then a function J(m) of the local slope m = ∂_x h, plus corrections containing higher derivatives.

**Q:** How is J(m) defined, if not by a smoothed rule?

**A:** By an average over the stationary state at fixed m. Let the tilted ring grow until the statistics of its height differences no longer change. The differences can do this although the mean height keeps rising. I assume that the state reached is unique. All columns are then equivalent, so ⟨p₋(j+1)⟩ = ⟨p₋(j)⟩, and the mean of the bond current becomes

J(m) = F⟨p₊ − p₋⟩ = F⟨1[min(r, l) < 0] sgn(l − r)⟩.

The fluctuations do the smoothing, and their width is set by the model. I know no closed form for this average. It can be found by simulation.

**Q:** Even so, why should J start with a linear term?

**A:** Use reflection. The map j → −j exchanges r and l, hence also p₊ and p₋. The rule doesn't distinguish left from right, so the reflected stationary state is the stationary state of slope −m. It follows that

J(−m) = −J(m),

and in particular J(0) = 0. If J(m) is analytic at m = 0, which I assume, it begins as

J(m) = −νm + A m³ + …,  ν = −dJ/dm at m = 0.

The minus sign makes ν positive when the current runs downhill.

The same symmetry limits the gradient corrections. Reflection leaves h unchanged and reverses both ∂_x and J. Each term of J must therefore contain an odd number of derivatives. It can't contain h without a derivative, because adding a constant to all heights changes no landing. This admits ∂_x³h and ∂_x(∂_x h)², each with three derivatives, but excludes ∂_x²h and (∂_x h)². Turning the surface upside down isn't a symmetry of deposition, so terms with an even power of h can't be excluded on that ground. With constants A, B and C,

J = −ν ∂_x h + A(∂_x h)³ + B ∂_x(∂_x h)² + C ∂_x³h + ….

**Q:** Insert it, then, and say what is left at leading order.

**A:** The drift is F − ∂_x J. Differentiating term by term gives

drift = F + ν ∂_x²h − A ∂_x(∂_x h)³ − B ∂_x²(∂_x h)² − C ∂_x⁴h + ….

For a smooth profile of small slope, the second term is the largest of those that depend on h. Near the crest of a wave ∂_x²h is negative, so with ν > 0 the crest grows more slowly than the average. In a trough it is positive, and the trough catches up. The relaxation of the particles thus acts on long waves as a diffusion of height.

**Q:** Does the linear law hold on a steep surface?

**A:** No. A landing produces at most one move, so |J| can't exceed F. If every column is higher than its left neighbour, each landing leads to a move to the left, and J = −F whatever the size of the steps. The linear law −νm reaches this bound at |m| = F/ν, so it can't hold for steeper slopes. It fails well before that: on a simulated ring of 16 columns, −J/(Fm) falls from 0.82 at m = 0.125 to 0.74 at m = 0.5 and 0.59 at m = 1. The expansion is about a surface of zero mean slope.

Two things are still missing: the random part of the growth, and the value and sign of ν. A rough surface also has large local slopes even when its mean slope is zero, so the omission of the other terms has yet to be justified for a fluctuating surface.

## Second half: noise, the value of ν, and the range of the result

From the first half I take the following. Heights h_j stand on a ring of L columns, lengths are in column spacings and layers, and F is the deposition rate per column. Column j grows at the rate K_j = F − (J_{j+1/2} − J_{j−1/2}), where J is the lateral current. The probabilities that a landed particle moves right or left are p₊ and p₋. In the stationary state of mean slope m, the mean current is J(m) = F⟨p₊ − p₋⟩ = −νm + …. With local stationarity, the drift of a long wave is F + ν ∂_x²h at leading order. For any function f of the surface, d⟨f⟩/dt = Σ_j ⟨K_j [f(h + e_j) − f(h)]⟩, where e_j adds one layer to column j.

**Q:** You have a drift. Where does the noise come from, and how strong is it?

**A:** From the random arrivals. In a short time Δt, column j gains one particle with probability K_jΔt. Two gains have a probability of order Δt². For a given surface,

⟨Δh_j⟩ = K_jΔt,  ⟨Δh_jΔh_n⟩ = δ_{jn} K_jΔt,

up to order Δt². The second result is diagonal because each event raises one column, the one on which the particle finally rests.

In the untilted stationary state all columns are equivalent, and Σ_j K_j = LF, so ⟨K_j⟩ = F. With one column per unit length, the noise η in the coarse-grained equation has the covariance

⟨η(x, t) η(x′, t′)⟩ = F δ(x − x′) δ(t − t′).

Over a large block and a long time, many arrivals add up. If their correlations are short-ranged, the sum is nearly Gaussian.

**Q:** The current fluctuates too. Why doesn't that change the strength?

**A:** A current fluctuation ζ enters the height equation as −∂_x ζ. For wave number k this is a factor k in amplitude and k² in the spectrum, so it vanishes beside F as k → 0. There may also be a cross-correlation between ζ and η. Reflection reverses ζ but not η, so their cross-spectrum starts at order k, and the factor k from the derivative makes its contribution of order k² again. Both statements assume short-ranged correlations. The leading-order equation is therefore

∂_t h = F + ν ∂_x²h + η.

This is the Edwards-Wilkinson equation with a constant deposition rate.

**Q:** I'd like a consequence that I can compare with the discrete model.

**A:** Take the amplitude of one wave,

h_k = Σ_j h_j e^{−ikj},  K_k = Σ_j K_j e^{−ikj},  k = 2πn/L,

with n a nonzero integer. An arrival at column j adds e^{−ikj} to h_k, so

|h_k + e^{−ikj}|² − |h_k|² = 2Re(h_k* e^{−ikj}) + 1.

Use f = |h_k|² in the evolution equation for averages. Summing over j with weight K_j gives

d⟨|h_k|²⟩/dt = 2Re⟨h_k* K_k⟩ + LF.

The last term is Σ_j⟨K_j⟩. In the stationary state the left side is zero, and

Re⟨h_k* K_k⟩ = −LF/2.

This balance holds in the discrete model for every k ≠ 0. Random arrivals feed each wave at the same rate, and the relaxation must remove what they supply.

For long waves, the linear drift is K_k = −νk²h_k. Inserting it gives νk²⟨|h_k|²⟩ = LF/2, or

⟨|h_k|²⟩/L = F/(2νk²).

The slopes u_j = h_{j+1} − h_j have amplitudes u_k = (e^{ik} − 1)h_k, and |e^{ik} − 1|² = 2 − 2cos k, which tends to k². Hence

⟨|u_k|²⟩/L → F/(2ν)  as k → 0.

**Q:** That is a statement about one instant. Does the equation also predict how a fluctuation disappears?

**A:** Yes. For k ≠ 0 it reads dh_k/dt = −νk²h_k + η_k. Multiply by h_k*(0) and average. The noise at later times is independent of the initial surface, so its term vanishes. The remaining linear equation gives

⟨h_k*(0) h_k(t)⟩ = ⟨|h_k|²⟩ e^{−νk²t}.

So ν can be found in three ways: from the current on a tilted surface, from the size of the slope fluctuations, and from their decay in time. The second uses the noise strength F, while the others don't. If the coarse-graining is right, the three values should agree.

**Q:** And do they?

**A:** I simulated rings of 64 columns by dropping particles one at a time according to the rule. There were 1536 independent rings without tilt and 256 at each of the slopes 4/64 and 8/64. After 350 layers of growth, data were taken over 800 more. Time is counted in layers, so F = 1. The uncertainties are standard errors from the scatter between independent rings or groups of rings.

The tilted rings gave

m = 0.0625: J/F = −0.0493 ± 0.0001,  −J/(Fm) = 0.789,

m = 0.1250: J/F = −0.0985 ± 0.0001,  −J/(Fm) = 0.788.

Since J is odd, the ratio −J/(Fm) has the form ν/F + constant × m², up to terms of order m⁴, which I neglect. Doubling m multiplies the second term by four, so it cancels in

ν/F = (4 × 0.7893 − 0.7878)/3 = 0.790 ± 0.002.

The difference between the two ratios is within their statistical error, so these two slopes don't resolve the curvature of J(m). It shows at larger slopes: on rings of 32 columns the ratio falls from 0.799 at m = 0.125 to 0.783 at m = 0.25.

For the slope spectrum, I took F L/(2⟨|u_k|²⟩) for the six longest waves and extrapolated linearly in 2 − 2cos k to zero. The result is

ν/F = 0.792 ± 0.002.

For the decay, I used the three longest waves at delays of 50, 12 and 6 layers, with 2 − 2cos k in place of k². A weighted mean gives

ν/F = 0.788 ± 0.003.

The largest and smallest values differ by 0.004, about 0.5 percent of ν. The sign is positive, so the surface is stable against long waves. The agreement supports local stationarity and the noise strength F, but it isn't a proof of either. All three values belong to rings of 64 columns, and the size of the ring shifts them by more than the statistical error. At m = 0.125 the ratio −J/(Fm) is 0.865, 0.820 and 0.799 on rings of 8, 16 and 32 columns, against 0.788 on 64. The steps halve as L doubles, which indicates a correction of about 0.7/L, so the value for an unbounded line is about 0.01 lower, near 0.78F. I use the 64-column value ν = 0.79F below.

**Q:** The regular staircase gave J = −Fm, which would mean ν = F. Is the difference an error?

**A:** No. The staircase calculation is correct for that one surface. The simulation averages over the surfaces that deposition produces, and their mean current at the same slope is about 21 percent smaller than that of the staircase.

**Q:** You still owe me the other terms. Local slopes on a rough surface aren't small, so why may (∂_x h)³ be dropped?

**A:** Small local slopes aren't required. What matters is how each term changes when the surface is viewed on a larger scale. Put

x = b x′,  t = b^z t′,  h = b^α h′,  b > 1,

and measure h from its mean, which removes F from the drift. The left side ∂_t h acquires the factor b^{α−z}. Dividing by it gives the factors of the other terms. For the diffusion term,

ν′ = b^{z−2} ν.

The product of delta functions in the noise covariance scales as b^{−1−z}. The division multiplies the covariance by b^{2z−2α}, so the noise strength becomes

F′ = b^{z−1−2α} F.

Both stay fixed if z = 2 and α = ½. With these exponents the factors of the remaining coefficients are:

- ∂_x(∂_x h)³, with three h and four derivatives: b^{3α−4+z−α} = b^{−1}.
- ∂_x²(∂_x h)², with two h and four derivatives: b^{2α−4+z−α} = b^{−3/2}.
- ∂_x⁴h: b^{z−4} = b^{−2}.
- Conserved noise, whose strength has two more derivatives than F: b^{−2}.

All of them shrink as b grows. The excluded term (∂_x h)² would scale as b^{2α−2+z−α} = b^{1/2} and would grow. Conservation therefore decides the large-scale behaviour, since even a weak term of that kind would take over in the end.

**Q:** A term that shrinks on large scales can still have acted on small ones.

**A:** It does. Split the slope into a long-wave part m and a short-wave part s with zero mean. The average of (m + s)³ is m³ + 3m⟨s²⟩ + ⟨s³⟩. By reflection, ⟨s²⟩ is even in m and ⟨s³⟩ is odd. At small slope the middle term is therefore linear in m, and ⟨s³⟩ can add a linear part of its own, so the short waves shift the coefficient of the linear current. That is one reason for not reading ν from a bare expansion. The measured J(m) is an average over the fluctuating surface and already contains this shift for the waves that fit on the ring.

**Q:** What does the equation say about growth from a flat start?

**A:** With the linear drift, the equation for one wave is

d⟨|h_k|²⟩/dt = −2νk²⟨|h_k|²⟩ + LF.

For a flat start its solution is

⟨|h_k|²⟩ = LF(1 − e^{−2νk²t})/(2νk²).

Let W² be the mean square deviation of the heights from their average over the ring. By Parseval's theorem it is the sum of ⟨|h_k|²⟩ over k ≠ 0, divided by L²:

W² = (1/L) Σ_{k≠0} F(1 − e^{−2νk²t})/(2νk²).

As k → 0 the summand tends to Ft. Add this missing term and subtract it again. While νt is much smaller than L², the completed sum may be replaced by L∫dk/2π, so

W² = I(t) − Ft/L,  I(t) = ∫ (dk/2π) F(1 − e^{−2νk²t})/(2νk²).

Differentiation in t removes the denominator and leaves a Gaussian integral over all k:

dI/dt = F ∫ (dk/2π) e^{−2νk²t} = F/√(8πνt).

Integrating from I(0) = 0 gives I = F√(t/(2πν)). The shortest waves don't obey the continuum equation, but they saturate early and then contribute a constant. Thus

W² = F√(t/(2πν)) − Ft/L + constant.

In the simulation, the constant cancels between layers 4 and 64. With F = 1, ν = 0.790 and L = 64, the first two terms are 0.898 − 0.063 = 0.835 at t = 4 and 3.591 − 1.000 = 2.591 at t = 64. The predicted gain is 1.756 squared layer heights. The simulated gain was 1.744 ± 0.037.

At very long times the exponentials vanish. With k = 2πn/L and Σ_{n≥1} 1/n² = π²/6, the long-wave sum becomes W² = FL/(24ν). The roughness then depends on the size of the ring and no longer on time.

**Q:** Give me lengths and times that I can picture.

**A:** Choose a column spacing a = 3 angstrom, a layer height c = 2 angstrom and F = 1 layer per second. These are round parameters, not those of a particular material. With X = ax and H = ch, the second derivative brings a factor a². The noise covariance acquires c² from the heights and a from δ(x − x′) = a δ(X − X′). Hence

ν_phys = 0.790 × 1 × 3² = 7.11 angstrom²/s,

noise strength = F a c² = 1 × 3 × 2² = 12 angstrom³/s.

The equation is classical and contains no ħ, so it has the same form in atomic units, where ν_phys is 6.14 × 10⁻¹⁶ bohr² per atomic unit of time. The model contains no energy.

An undulation with a wavelength of 300 angstrom has k = 2π/300 = 0.02094 per angstrom. Its amplitude falls by a factor e in

1/(ν_phys k²) = 1/(7.11 × 0.02094²) ≈ 321 s.

On an unbounded line, after 1000 s, the growing part of the roughness is

W = c [F²t/(2πν)]^{1/4} = 2 × [1000/(2π × 0.790)]^{1/4} ≈ 7.5 angstrom,

where ν is in lattice units. This leaves out the microscopic constant in W². These numbers use the 64-column value of ν. With ν = 0.78F, the estimate for an unbounded line, ν_phys becomes 7.0 angstrom²/s, the decay time 325 s, and W rises by about 0.3 percent.

**Q:** Would a real epitaxial film look like that?

**A:** I wouldn't transfer the number. The first difference is dimension: a real surface is two-dimensional. There, the same steps give dW²/dt = F∫d²k/(2π)² e^{−2νk²t} = F/(8πνt), so W² grows as [F/(8πν)] ln t. Hold ν at 0.79F for comparison, although the two-dimensional rule would have its own value. Between layers 1 and 1000, W² then gains 0.35 squared layer heights, against about 14 on an unbounded line. The second difference is that deposited atoms can diffuse over many sites before they are incorporated, which changes ν by an amount this model can't supply. Diffusion can even make ν vanish: if every hop is equally likely in opposite directions, the mean displacement is zero on any slope. The expansion must then be continued to terms with more derivatives. If an extra barrier hinders the atoms from descending at step edges, the current can run uphill. Then ν is negative, long waves grow, and the Edwards-Wilkinson equation no longer describes a stable surface. Desorption that depends on slope breaks conservation and admits the (∂_x h)² term.
